# Neutral-donor concentration from an integrated infrared absorption line

## Problem

An infrared absorption line of neutral donors in a cubic semiconductor has the integrated absorption

$$A=\int \alpha(\tilde\nu)\,d\tilde\nu = 10\ \mathrm{cm^{-2}} .$$

Here $\alpha$ is the absorption coefficient for intensity, $I(z)=I(0)e^{-\alpha z}$, with the background of the host removed, and $\tilde\nu$ is the wavenumber. Both are measured in $\mathrm{cm^{-1}}$, which is why the area comes in inverse square centimetres. The refractive index of the host is $n=3.42$. The line has oscillator strength $f=1$, defined with the free-electron mass $m$:

$$f=\frac{2m\omega_0}{\hbar}|x|^2 ,$$

where $\omega_0$ is the transition frequency and $|x|^2$ is the squared matrix element of one Cartesian coordinate, summed over degenerate final states and averaged over polarization. Find the concentration $N$ of neutral donors, and say when the answer can be trusted.

Gaussian units are used. The light is weak, the line is narrow compared with its frequency, the host is transparent and nonmagnetic, and all neutral donors are at first taken to be in their ground state.

## First estimate by scaling

Let the line have angular-frequency width $\Delta\omega$. A resonant field of amplitude $E_0$ drives an electron coherently for a time of order $1/\Delta\omega$. The electron gains a velocity $eE_0/(m\Delta\omega)$ and an energy of order $e^2E_0^2/(m\Delta\omega^2)$. Dividing by the time gives the absorbed power per donor, $e^2E_0^2/(m\Delta\omega)$.

The intensity in the host is of order $ncE_0^2$. Absorbed power per volume divided by intensity is $\alpha$, so

$$\alpha\sim\frac{Ne^2}{nmc\,\Delta\omega}.$$

With $\Delta\tilde\nu\sim\Delta\omega/c$, the width cancels from the area:

$$A\sim\alpha\,\Delta\tilde\nu\sim\frac{N}{n}\frac{e^2}{mc^2},\qquad N\sim\frac{nA}{e^2/(mc^2)} .$$

The length $e^2/(mc^2)$ is $2.818\times10^{-13}$ cm, so

$$N\sim\frac{3.42\times10\ \mathrm{cm^{-2}}}{2.818\times10^{-13}\ \mathrm{cm}}\approx1.2\times10^{14}\ \mathrm{cm^{-3}} .$$

Numerical factors have been dropped, so this fixes only the order of magnitude.

## Solution with all factors

**Transition rate.** Let the field inside the crystal be $E_0\cos\omega t$ along $x$. An electron of charge $-e$ has the perturbation energy $V=exE_0\cos\omega t$. Near resonance the part of $V$ that drives absorption is $\tfrac12exE_0e^{-i\omega t}$. First-order perturbation theory gives the excitation probability after time $t$,

$$P=\frac{e^2E_0^2|x|^2}{4\hbar^2}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2},\qquad \Delta=\omega_0-\omega .$$

Let the transition frequencies of the donors be spread with a normalized distribution $g$, $\int g\,d\omega=1$. For times long compared with the inverse width of $g$, but short enough that $P\ll1$, the last fraction acts as a sharp peak of area $2\pi t$ in $\Delta$. The rate per donor is therefore

$$w=\frac{e^2E_0^2|x|^2}{4\hbar^2}\,2\pi g(\omega)=\frac{\pi e^2E_0^2|x|^2}{2\hbar^2}\,g(\omega).$$

**Intensity.** In a plane wave in the host the magnetic amplitude is $nE_0$. The energy flux is $(c/4\pi)nE_0^2\cos^2\omega t$, and its time average is

$$I=\frac{ncE_0^2}{8\pi}.$$

This is where the index enters: at a given intensity, the field is weaker in a host of larger index.

**Energy balance.** Each transition removes $\hbar\omega$ from the beam, so $\alpha I=N\hbar\omega w$ and

$$\alpha=N\hbar\omega\,\frac{\pi e^2E_0^2|x|^2g}{2\hbar^2}\,\frac{8\pi}{ncE_0^2}
=\frac{4\pi^2e^2N\omega|x|^2}{n\hbar c}\,g(\omega).$$

For a narrow line $\omega$ may be replaced by $\omega_0$. The definition of $f$ gives $\omega_0|x|^2=\hbar f/(2m)$, hence

$$\int\alpha\,d\omega=\frac{4\pi^2e^2N}{n\hbar c}\,\frac{\hbar f}{2m}=\frac{2\pi^2e^2Nf}{nmc}.$$

**Change to wavenumber.** Since $\omega=2\pi c\tilde\nu$, the area over $\tilde\nu$ is the area over $\omega$ divided by $2\pi c$:

$$A=\frac{\pi e^2}{mc^2}\,\frac{Nf}{n},\qquad
N=\frac{nA}{\pi f\,e^2/(mc^2)} .$$

**Numbers.** The area per unit donor density is

$$\frac AN=\frac{\pi\times2.818\times10^{-13}\ \mathrm{cm}}{3.42}=2.589\times10^{-13}\ \mathrm{cm},$$

so that

$$N=\frac{10\ \mathrm{cm^{-2}}}{2.589\times10^{-13}\ \mathrm{cm}}=3.86\times10^{13}\ \mathrm{cm^{-3}}=3.86\times10^{19}\ \mathrm{m^{-3}} .$$

## The same area from the dielectric function

The derivation above treats the width as a spread of transition frequencies. A damped oscillator covers the other case, in which each donor has a broadened response. With time dependence $e^{-i\omega t}$, it adds to the host value $n^2$ the term

$$\delta\epsilon=\frac{S}{\omega_0^2-\omega^2-i\gamma\omega},\qquad S=\frac{4\pi Ne^2f}{m},$$

where $\gamma$ is the damping rate. For $|\delta\epsilon|\ll n^2$, $\sqrt{n^2+\delta\epsilon}\approx n+\delta\epsilon/(2n)$. The absorption coefficient is then

$$\alpha=\frac{2\omega}{c}\,\mathrm{Im}\sqrt{\epsilon}\approx\frac{S}{nc}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\frac{S}{nc}\,\frac{\gamma}{y^2+\gamma^2},\qquad y=\omega-\frac{\omega_0^2}{\omega}.$$

Let $J=\int_0^\infty\gamma\,d\omega/(y^2+\gamma^2)$. The substitution $\omega\to\omega_0^2/\omega$ changes the sign of $y$ and gives the same integral with the extra weight $\omega_0^2/\omega^2$. Adding the two forms and using $dy=(1+\omega_0^2/\omega^2)d\omega$,

$$2J=\int_{-\infty}^{\infty}\frac{\gamma\,dy}{y^2+\gamma^2}=\pi .$$

Thus $\int\alpha\,d\omega=\pi S/(2nc)=2\pi^2e^2Nf/(nmc)$, as before, whatever the damping. Numerical integration with the full square root, for a line at $80.66\ \mathrm{cm^{-1}}$ and the value of $N$ found above, returns $10.00000\ \mathrm{cm^{-2}}$ for damping widths of both 1 and $4\ \mathrm{cm^{-1}}$. The area is in fact a sum rule that does not need $|\delta\epsilon|\ll n^2$: $\sqrt\epsilon$ is analytic in the upper half of the $\omega$ plane and tends to $n-S/(2n\omega^2)$ at high frequency, which fixes the integral. The expansion matters for the line shape, not for the area.

## Comparison of the two answers

The scaling estimate is larger than the full result by the factor $\pi$. That factor is $2\pi^2$ from the rate and the energy flux, divided by $2\pi$ from the conversion to wavenumber. The dependence on $n$, $A$, $e$, $m$ and $c$ was already right.

Had the estimate also dropped the index, it would have given $A/(e^2/mc^2)\approx3.5\times10^{13}\ \mathrm{cm^{-3}}$, within 10% of the full result. That agreement is accidental: the two omitted factors, $n=3.42$ and $1/\pi$, nearly cancel.

## Which mass and which field

Donor theory can be written with an effective mass $m^*$, and a strength $f^*=2m^*\omega_0|x|^2/\hbar$ may be quoted instead. The matrix element is the same, so $f=(m/m^*)f^*$.

The difference can be large. For an envelope Hamiltonian $H=p^2/2m^*+U(\mathbf r)$, the commutator $[x,[H,x]]=\hbar^2/m^*$ has the ground-state expectation value $2\sum_k\hbar\omega_{k0}|x_{k0}|^2$. Multiplication by $m/\hbar^2$ gives

$$\sum_k f_k=\frac{m}{m^*},\qquad \sum_kf_k^*=1 .$$

For four equivalent valleys along the cube diagonals, equally weighted in the ground state, the averaged inverse mass is isotropic by cubic symmetry. It equals one third of its trace:

$$\frac1{m^*}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right).$$

With the rough values $m_t=0.08\,m$ and $m_l=1.6\,m$, in the regime of germanium, $m^*=0.117\,m$ and the free-mass strengths sum to 8.54. The given $f=1$ is then about 12% of the total. If the number 1 were read as $f^*$, the concentration would fall to $4.5\times10^{12}\ \mathrm{cm^{-3}}$. That reading is implausible for a single line, because every $f_k^*$ from the ground state is non-negative and one line would have to exhaust the whole sum. For comparison, the isotropic hydrogenic transition from 1s to 2p has $f^*=0.416$, or $f\approx3.6$ with this mass. With the anisotropic masses above, and without a central-cell correction, this transition splits into a $2p_0$ line with $f^*=0.018$ and a $2p_\pm$ line with $f^*=0.23$, that is $f=0.16$ and $2.0$. Such a donor is bound by 8.9 meV for $\epsilon=16$. A real donor bound more deeply has a more compact ground state and weaker 2p lines, while the sum of all strengths stays fixed: a short-range well that raises the binding to 13 meV lowers these strengths to about $f=0.1$ and $0.9$.

The field needs a similar decision. In a model of point dipoles on a cubic lattice, a compact polarizable centre feels the Lorentz local field, $(n^2+2)/3$ times the macroscopic field. Its absorbed power would be larger by the square of this factor, 20.8, and the inferred $N$ smaller by the same factor. The size of this correction depends on the model: for a centre in an empty spherical cavity the field ratio is $3n^2/(2n^2+1)$, whose square is only 2.07. The formula above assumes instead that the donor envelope couples to the macroscopic field. This is the effective-mass picture for an orbit that spans many atoms; the hydrogenic estimate of the orbit radius, from $m^*=0.117\,m$ and $\epsilon=n^2=11.7$, is 5.3 nm, and it would be 7.2 nm with $\epsilon=16$ as in germanium. With the anisotropic masses the envelope in each valley is flattened: for $\epsilon=16$ its root-mean-square extent is 2.1 nm along the valley axis and 6.7 nm along each transverse direction, and 1.4 and 4.9 nm for a donor bound by 13 meV, which is only a few lattice constants along the axis. A deep, compact centre would need a separate treatment.

## What the line counts

The area counts donors in the initial state of the line, as long as the final state is empty. Strong light fills that state: in a two-level model with a homogeneous width of $1\ \mathrm{cm^{-1}}$ and an assumed excited-state lifetime of 1 ns, a monochromatic scan gives an area 0.1% too small at $0.01\ \mathrm{W/cm^2}$ inside the host and 9% too small at $1\ \mathrm{W/cm^2}$. In thermal equilibrium stimulated emission multiplies the area by $1-e^{-\hbar\omega_0/k_BT}$; for a 10 meV line this is a change of $10^{-5}$ at 10 K and of 4% at 35 K. Suppose a threefold 1s level lies $\delta$ above a single ground level, with equal spin degeneracy. If the area belongs to the ground-state line alone, then

$$N_{\rm neutral}=N\left(1+3e^{-\delta/k_BT}\right),$$

when higher levels are neglected. For $\delta=3$ meV the correction is 0.3% at 5 K and 9% at 10 K. At 10 K the neutral concentration is therefore about $4.2\times10^{13}\ \mathrm{cm^{-3}}$. The formal limit of the factor for $k_BT\gg\delta$ is four. For $\delta=3$ meV this limit has no practical meaning: at 35 K, where $k_BT\approx\delta$, the 1s levels alone give 2.1, the neglected 2p, 2s and higher levels raise the factor to 3 or more, and with the parameters of the next paragraph about 95% of the donors are already ionized. A donor with a small splitting behaves differently: for $\delta=0.32$ meV and a binding energy of 10.3 meV, roughly the case of antimony in germanium, the factor is 2.4 at 5 K and 3.1 at 10 K, where only 4% of the donors are ionized. The lines from the two 1s levels are then only $2.6\ \mathrm{cm^{-1}}$ apart, and this factor applies only if they are resolved. With the line width and instrument of the next section they overlap, leaving only a shallow dip between two maxima. The combined area then already includes the donors in the upper 1s level, each level weighted by its own strength; in the short-range-well model these strengths differ by about 7% for the $2p_\pm$ line.

Ionized donors do not contribute to the line. Without compensation, with a binding energy of 13 meV and a total donor density of $3.86\times10^{13}\ \mathrm{cm^{-3}}$, the ionized fraction is 1.4% at 10 K and about $5\times10^{-6}$ at 5 K. Compensating acceptors keep some donors ionized even at the lowest temperatures, so $N$ is then not the total donor concentration.

## A real sample

The masses and energies used here are rough values for shallow donors in germanium, but the given index is not: 3.42 is close to the far-infrared index of silicon, whose valleys, masses and donor levels are different, while germanium has roughly $n=4.0$. With the same area and strength, that index would give $4.5\times10^{13}\ \mathrm{cm^{-3}}$. In the example $N^{-1/3}=296$ nm, and for randomly placed donors the mean distance to the nearest neighbour is $0.55\,N^{-1/3}\approx164$ nm. This far exceeds the ground-state orbit radius and is 4 to 5.5 times the root-mean-square radius of the excited $2p_\pm$ state, 30 nm for $\epsilon=11.7$ and 41 nm for $\epsilon=16$. About 5% of the donors have a neighbour within 70 nm, and about 9% within 82 nm, twice the larger of these radii. Treating the donors as independent is therefore reasonable for the lowest lines, apart from this minority of close pairs. A measurement can still break another assumption, that the recorded area is the true one.

Take a slab 2 mm thick and a Gaussian line with a full width at half maximum of $1\ \mathrm{cm^{-1}}$. The peak absorption is $9.4\ \mathrm{cm^{-1}}$, and the peak optical depth is 1.9. An instrument with a Gaussian response, $2\ \mathrm{cm^{-1}}$ wide at half maximum, averages the transmission $T$, not its logarithm. Because $-\ln T$ is convex, $-\ln\langle T\rangle\le\langle-\ln T\rangle$, and the apparent area falls, here to $7.0\ \mathrm{cm^{-2}}$. The inequality needs a non-negative response function, and the number depends on its shape: at the same half-width the sinc response of an unapodized Fourier spectrometer gives about $8\ \mathrm{cm^{-2}}$, and the squared-sinc response of triangular apodization a little under $7\ \mathrm{cm^{-2}}$.

Internal reflections act the other way, since they lengthen the path of part of the light. With surface reflectance $R=0.30$ and interference fringes averaged out, the transmission relative to that beside the line gives an apparent optical depth

$$\alpha d+\ln\frac{1-R^2e^{-2\alpha d}}{1-R^2},$$

where $d$ is the thickness. For $\alpha d\ll1$ this is $\alpha d\,(1+R^2)/(1-R^2)$, an excess of 20%. In a thick slab the logarithm saturates because the echoes are themselves absorbed; at 2 mm the area rises by 7%, to $10.7\ \mathrm{cm^{-2}}$. These figures are for $n=3.42$; for $n=4.0$, where $R=0.36$, the thin-slab excess is 30% and the excess at 2 mm is 11%.

With both effects ignored in the analysis, the apparent area is $7.5\ \mathrm{cm^{-2}}$ and the inferred concentration $2.9\times10^{13}\ \mathrm{cm^{-3}}$, 25% below the true value in this model. This figure depends strongly on the assumed line width: for the same true area, slab and instrument, widths of 0.5 and $0.2\ \mathrm{cm^{-1}}$ give apparent areas of 4.6 and $2.1\ \mathrm{cm^{-2}}$. A thinner slab reduces the resolution error. If the fringes stay averaged out and the echoes still reach the detector, as in a slightly wedged sample, it also brings the reflection error closer to its 20% limit. A wedge of angle $\theta$ deflects the first echo by about $2n\theta$; for a detector that accepts only an f/4 cone the thin-slab excess falls to about 17% at $0.2^\circ$, 7% at $1^\circ$ and nearly zero at $2^\circ$. In a plane-parallel slab the fringe period $1/(2nd)$ is $0.73\ \mathrm{cm^{-1}}$ at 2 mm, which this instrument averages, but $2.9\ \mathrm{cm^{-1}}$ at 0.5 mm, which it does not. There the formula above fails, and the apparent area, taken relative to an undoped slab of the same thickness and with the dispersion of the line included, lies anywhere between about 7.3 and $13.8\ \mathrm{cm^{-2}}$, depending on where the line falls on the fringe pattern. The reflections have to be included in the analysis whenever the echoes reach the detector.

## Computed values

```
GIVEN AND RESULT
integrated absorption = 10.0 cm^-2
same area on energy axis = 1.2398 meV/cm
refractive index = 3.42
free-mass oscillator strength = 1.0
e^2/(m c^2) = 2.81794e-13 cm
area per unit donor density = 2.5885e-13 cm
neutral-donor density N = 3.8632e+13 cm^-3
N in SI = 3.8632e+19 m^-3
CHECKS OF THE AREA LAW
dielectric area, width 1 cm^-1 = 10.00000 cm^-2
dielectric area, width 4 cm^-1 = 10.00000 cm^-2
pulse area / formula = 0.99999
CONVENTIONS
m_t/m = 0.08, m_l/m = 1.6, valleys = 4
optical mass m*/m = 0.1171
sum of free-mass strengths m/m* = 8.542
grid sum of free-mass strengths = 8.541
hydrogenic 1s-2p: f* = 0.4162
hydrogenic 1s-2p: grid free-mass f = 3.555
N if f*=1 was meant = 4.523e+12 cm^-3
Lorentz factor = 20.84
N if Lorentz factor added = 1.853e+12 cm^-3
N for rough Ge index 4.0 = 4.518e+13 cm^-3
DILUTION
hydrogenic orbit radius = 5.29 nm
donor spacing N^(-1/3) = 296 nm
TEMPERATURE
line = 10.0 meV = 80.66 cm^-1
binding = 13.0 meV, 1s splitting = 3.0 meV
5 K: upper-1s/ground population = 2.840e-03
5 K: ionized fraction = 4.715e-06
5 K: stimulated-emission factor = 8.33e-11
10 K: upper-1s/ground population = 9.230e-02
10 K: ionized fraction = 1.424e-02
10 K: stimulated-emission factor = 9.12e-06
SLAB MEASUREMENT
thickness = 2.0 mm
line width = 1.0 cm^-1, instrument width = 2.0 cm^-1
peak alpha = 9.394 cm^-1
peak alpha times thickness = 1.879
surface reflectance = 0.2998
thin-slab echo factor = 1.1975
apparent area, resolution only = 7.025 cm^-2
apparent area, echoes only = 10.738 cm^-2
apparent area, both = 7.452 cm^-2
N inferred from last area = 2.879e+13 cm^-3
```
